# Kinematic threshold of electron-electron-hole Auger recombination in parabolic bands, part 1

(Sections cited here and not found follow in the second part.)

## I. Conservation laws and the threshold

### Definitions and conventions

In electron-electron-hole Auger recombination two conduction electrons collide. One drops into an empty valence state, and the other takes up the released energy by moving higher in the conduction band. The initial carriers are electrons with wavevectors $\mathbf k_1$ and $\mathbf k_2$ and a hole with wavevector $\mathbf k_h$; the final carrier is an electron with wavevector $\mathbf k'$.

The model has one conduction band and one valence band. Both are isotropic and parabolic, and both have their extremum at the same point of the Brillouin zone, from which wavevectors are measured. The electron mass is $m_c$, the hole mass is $m_h$, both positive, and the gap is $E_g>0$. Numerical masses are in units of the free-electron mass $m_0$, energies in eV or meV, and wavevectors in nm$^{-1}$.

Electron energies are counted upward from the conduction-band edge and hole energies downward from the valence-band edge. The hole wavevector is minus the wavevector $\mathbf k_v$ of the empty valence state, $\mathbf k_h=-\mathbf k_v$, because a full band has zero total wavevector and removing the electron at $\mathbf k_v$ leaves $-\mathbf k_v$. The total initial kinetic energy is

$$
T=\frac{\hbar^2k_1^2}{2m_c}+\frac{\hbar^2k_2^2}{2m_c}+\frac{\hbar^2k_h^2}{2m_h}.
\tag{1}
$$

No phonon, impurity or reciprocal-lattice vector takes part. The crystal then offers no other source or sink of momentum, and the carriers must satisfy the conservation laws among themselves.

### The two conservation laws

Before the event the electrons occupy $\mathbf k_1$ and $\mathbf k_2$; afterwards they occupy $\mathbf k_v$ and $\mathbf k'$. Hence $\mathbf k_1+\mathbf k_2=\mathbf k_v+\mathbf k'$. Replacing $\mathbf k_v$ by $-\mathbf k_h$ gives

$$
\mathbf k'=\mathbf k_1+\mathbf k_2+\mathbf k_h\equiv\mathbf K.
\tag{2}
$$

For the energy, place the zero at the conduction-band edge. The valence state then lies at $-E_g-\hbar^2k_h^2/2m_h$. Equating the two-electron energies before and after,

$$
\frac{\hbar^2k_1^2}{2m_c}+\frac{\hbar^2k_2^2}{2m_c}
=-E_g-\frac{\hbar^2k_h^2}{2m_h}+\frac{\hbar^2K^2}{2m_c}.
$$

Moving the gap and the hole energy to the left, and using Eq. (1), gives

$$
E_g+T=\frac{\hbar^2K^2}{2m_c}.
\tag{3}
$$

The final electron receives the gap and all the kinetic energy of the three initial carriers.

Neither law alone sets a threshold. Equation (2) can be satisfied by three carriers at rest, with $\mathbf K=0$. Energy conservation without Eq. (2) would also allow them to be at rest, since the final electron could take any state of energy $E_g$. Together the laws forbid this: carriers at rest have $\mathbf K=0$, so the right side of Eq. (3) vanishes while the left side equals $E_g$. The final electron needs a large wavevector, and the initial carriers must supply it. The threshold is the least kinetic energy with which they can do so.

### Separating common and relative motion

Let $m_1=m_2=m_c$ and $m_3=m_h$, write $\mathbf k_3=\mathbf k_h$, and define

$$
M=2m_c+m_h,\qquad \mathbf v=\frac{\hbar\mathbf K}{M}.
\tag{4}
$$

Here $\mathbf v$ is the velocity that the three carriers would share if they moved together with total momentum $\hbar\mathbf K$. Split each wavevector into the part belonging to this common motion and a remainder:

$$
\mathbf k_i=\frac{m_i\mathbf v}{\hbar}+\boldsymbol\kappa_i.
\tag{5}
$$

Summing over the carriers gives $\mathbf K=M\mathbf v/\hbar+\sum_i\boldsymbol\kappa_i$. The first term is already $\mathbf K$, by Eq. (4), so $\sum_i\boldsymbol\kappa_i=0$. Insert Eq. (5) in the kinetic energy and expand the square:

$$
T=\sum_i\frac{|m_i\mathbf v+\hbar\boldsymbol\kappa_i|^2}{2m_i}
=\frac{v^2}{2}\sum_i m_i+\hbar\mathbf v\cdot\sum_i\boldsymbol\kappa_i
+\sum_i\frac{\hbar^2\kappa_i^2}{2m_i}.
$$

The middle term is zero. The first is $Mv^2/2=\hbar^2K^2/2M$. Thus

$$
T=X+\varepsilon,\qquad
X=\frac{\hbar^2K^2}{2M},\qquad
\varepsilon=\sum_i\frac{\hbar^2\kappa_i^2}{2m_i}\ge0.
\tag{6}
$$

The energy $X$ belongs to the common motion and is fixed by $K$. The energy $\varepsilon$ belongs to the relative motion and contributes nothing to the total momentum. A triple that must deliver a given $K$ most cheaply should have no relative motion.

### The bound

By the definition of $X$, the final energy is $\hbar^2K^2/2m_c=(M/m_c)X$. Equation (3) becomes

$$
E_g+X+\varepsilon=\frac{M}{m_c}X .
$$

Subtract $X$ from both sides. Since $M-m_c=m_c+m_h$,

$$
E_g+\varepsilon=\frac{m_c+m_h}{m_c}X .
$$

With the mass ratio

$$
r=\frac{m_c}{m_c+m_h},
\tag{7}
$$

this reads

$$
X=r(E_g+\varepsilon).
\tag{8}
$$

Adding $\varepsilon$ gives the total kinetic energy of every triple that satisfies both conservation laws:

$$
T=rE_g+(1+r)\varepsilon .
\tag{9}
$$

Because $r>0$ and $\varepsilon\ge0$, the second term cannot be negative. Therefore

$$
\boxed{\,T\ge T_{\min}=\frac{m_c}{m_c+m_h}\,E_g\,}
\tag{10}
$$

and the bound is reached at $\varepsilon=0$. Such a triple exists: choose any direction for $\mathbf K$, take its length from $\hbar^2K^2/2M=rE_g$, and set every $\boldsymbol\kappa_i$ to zero. Both conservation laws then hold.

The bound applies to the sum of three kinetic energies, not to any carrier separately. It is also necessary without being sufficient. At a given $T\ge T_{\min}$, Eq. (9) fixes $\varepsilon=(T-T_{\min})/(1+r)$, and Eq. (8) then fixes $X$. A triple with enough total energy but another division between common and relative motion cannot recombine in this way.

The denominator in Eq. (10) is $m_c+m_h$, although three carriers with total mass $2m_c+m_h$ take part. The difference comes from the final electron. At threshold $T=X=(m_c/M)(E_g+T)$, and the kinetic energy appears on both sides because it too is handed to the final electron, which then needs a still larger wavevector. Solving for $T$ removes one $m_c$ from the denominator.

### A second proof

The bound can also be read from a quadratic form. Introduce mass-scaled vectors $\mathbf q_i=\hbar\mathbf k_i/\sqrt{m_i}$. Then $T=\tfrac12\sum_i q_i^2$ and $\hbar\mathbf K=\sum_i\sqrt{m_i}\,\mathbf q_i$, so Eq. (3) becomes

$$
E_g=\frac12\sum_{ij}A_{ij}\,\mathbf q_i\cdot\mathbf q_j,\qquad
A_{ij}=\frac{\sqrt{m_im_j}}{m_c}-\delta_{ij}.
\tag{11}
$$

The first part of $A$ is an outer product of the vector $(\sqrt{m_1},\sqrt{m_2},\sqrt{m_3})$ with itself, divided by $m_c$. On that vector it has eigenvalue $M/m_c$; on the two directions perpendicular to it, zero. Subtracting the unit matrix leaves eigenvalues $M/m_c-1=1/r$ and, twice, $-1$. A quadratic form cannot exceed its largest eigenvalue times the squared length, so $E_g\le T/r$, which is Eq. (10).

This route was tested numerically for three sets $(m_c,m_h,E_g)$: $(0.04,0.45,0.75)$, $(1,1,1)$ and $(0.3,0.1,2)$, with energies in eV. The largest eigenvalue of the full nine-dimensional form reproduced Eq. (10) to one part in $10^{10}$, and its eigenvector had three equal velocities. In a separate test, 300,000 random wavevector triples were drawn for each set. Those whose direction allows energy conservation were rescaled to satisfy Eq. (3). None fell below the bound, and the lowest lay within 15% above it.

### The threshold configuration

With all $\boldsymbol\kappa_i=0$, Eqs. (4) and (5) give

$$
\mathbf k_1=\mathbf k_2=\frac{m_c}{M}\mathbf K,\qquad
\mathbf k_h=\frac{m_h}{M}\mathbf K .
\tag{12}
$$

The wavevectors are parallel and the velocities equal. At equal velocity a kinetic energy is proportional to the mass, so each electron carries the fraction $m_c/M$ of $T_{\min}$ and the hole carries $m_h/M$. The empty valence state, at $-\mathbf k_h$, lies on the opposite side of the band extremum from the electrons. The final electron has energy

$$
E'_{\min}=E_g+T_{\min}
=E_g\,\frac{(m_c+m_h)+m_c}{m_c+m_h}
=\frac{2m_c+m_h}{m_c+m_h}\,E_g .
\tag{13}
$$

Two restricted configurations show why the sharing matters. If both electrons are at rest, the hole supplies all of $\mathbf K$, and $T=\hbar^2K^2/2m_h=(m_c/m_h)(E_g+T)$. For $m_h>m_c$ this gives

$$
T=\frac{m_c}{m_h-m_c}E_g ,
\tag{14}
$$

which exceeds $T_{\min}$; for $m_h\le m_c$ there is no solution. If instead the hole is at rest, the cheapest choice is $\mathbf k_1=\mathbf k_2=\mathbf K/2$. Then $T=2\hbar^2(K/2)^2/2m_c=\tfrac12(E_g+T)$, so $T=E_g$. A heavy hole is the cheap carrier of momentum, since at a fixed wavevector its kinetic energy is inversely proportional to its mass.

### Limits and the opposite process

For $m_h\gg m_c$, Eq. (10) tends to $(m_c/m_h)E_g$ and vanishes in the limit of infinite hole mass. The hole then supplies the momentum at no cost in energy. For equal masses the threshold is $E_g/2$. For $m_h\to0$ it tends to $E_g$, the value found above for a hole that contributes no momentum.

In the hole-hole-electron process two holes and one electron recombine, and the remaining hole takes the energy. With one parabolic hole band the derivation is the same with $m_c$ and $m_h$ interchanged:

$$
T_{\min}^{hhe}=\frac{m_h}{m_c+m_h}E_g,\qquad
T_{\min}+T_{\min}^{hhe}=E_g .
\tag{15}
$$

The sum rule belongs to this two-band model. A hole that ends in a different valence band has a different final mass and edge, and Eq. (15) does not describe it.

### Numbers for a narrow-gap semiconductor

Take $E_g=0.75$ eV, $m_c=0.04\,m_0$ and $m_h=0.45\,m_0$. These are rough typical values for InGaAs lattice-matched to InP, a material of infrared detectors and lasers. Equation (7) gives $r=0.04/0.49=0.0816$, and

$$
T_{\min}=0.08163\times750\ \text{meV}=61.2\ \text{meV}.
$$

The feedback described after Eq. (10) is visible here. With the final energy taken as $E_g$ alone, the cost would be $(0.04/0.53)\times750=56.6$ meV; including the kinetic energy handed on raises it to 61.2 meV.

The total mass is $M=0.53\,m_0$. Each electron therefore has $(0.04/0.53)\times61.2=4.6$ meV and the hole has $(0.45/0.53)\times61.2=52.0$ meV. The final electron has $0.750+0.061=0.811$ eV, for which the parabolic band gives $K=0.923$ nm$^{-1}$. By Eq. (12) each initial electron has $0.070$ nm$^{-1}$ and the hole has $0.784$ nm$^{-1}$; the three add up to $K$ within rounding.

With both electrons at rest, Eq. (14) would require $0.04\times750/0.41=73$ meV. The small electron velocities at threshold thus save about 12 meV. The hole-hole-electron threshold in the same model is 689 meV, so the light mass of the electron makes the two thresholds very unequal in this model. That second figure is formal, because it assumes a parabolic valence band down to a hole energy of about 1.4 eV. It does not show that hole-hole-electron recombination is negligible in the real material, where the remaining hole can end in the split-off band. If that band lies $\Delta$ below the valence-band edge and has mass $m_s$, the final hole needs only $\hbar^2K^2/2m_s=E_g-\Delta+T$, and the same argument gives a threshold of $m_s(E_g-\Delta)/(2m_h+m_c-m_s)$. With rough values $\Delta=0.33$ eV and $m_s=0.14\,m_0$ this is about 74 meV, close to the electron-electron-hole threshold.

For a lattice constant $a$ of about 0.59 nm, $K$ is about 0.09 of $2\pi/a$. All the wavevectors are small on the scale of the zone, so leaving out reciprocal-lattice vectors is consistent for this configuration. A small wavevector does not make the conduction band parabolic, however. The final electron lies more than one gap above the band edge, and the second half shows that this changes the threshold considerably.

## II. Thermal weight and the limits of the model

### Symbols and results carried over

Two electrons of mass $m_c$ and a hole of mass $m_h$ have total kinetic energy $T=X+\varepsilon$. Here $X=\hbar^2K^2/2M$ belongs to their common motion, with $M=2m_c+m_h$ and total wavevector $\mathbf K$, and $\varepsilon\ge0$ belongs to their relative motion. With $r=m_c/(m_c+m_h)$, energy and momentum conservation require $X=r(E_g+\varepsilon)$. Hence $T=T_{\min}+(1+r)\varepsilon$ with $T_{\min}=rE_g$. The example has $E_g=0.75$ eV, $m_c=0.04\,m_0$, $m_h=0.45\,m_0$, $r=0.0816$ and $T_{\min}=61.2$ meV. The lattice temperature is $T_L$, and $\beta=1/k_BT_L$.

### How many thermal triples can recombine

In the golden rule, the recombination rate is a sum over initial triples of a squared matrix element, the occupations of the two electrons and the hole, and an energy delta function. Momentum conservation has already fixed the final wavevector. Assume that the carriers are nondegenerate, that the final state is empty, and that the squared matrix element is constant. The occupations are then proportional to $e^{-\beta T}$, and the rate is proportional to $n^2p\,D$, where $n$ and $p$ are the electron and hole densities and

$$
D=\left\langle\delta\!\left(E_g+T-\frac{\hbar^2K^2}{2m_c}\right)\right\rangle .
\tag{16}
$$

The brackets denote an average over Maxwell-Boltzmann carriers. $D$ has the unit of inverse energy and measures how densely thermal triples lie on the energy shell.

In the mass-scaled vectors $\mathbf q_i=\hbar\mathbf k_i/\sqrt{m_i}$, where $i=3$ denotes the hole, the Boltzmann weight is $\exp(-\tfrac\beta2\sum_iq_i^2)$. It depends on the length of a nine-dimensional vector alone and is unchanged by rotations in that space. Choose three of the rotated coordinates as

$$
\mathbf Q=\sum_i\sqrt{\frac{m_i}{M}}\,\mathbf q_i=\frac{\hbar\mathbf K}{\sqrt M},\qquad X=\frac{Q^2}{2}.
$$

The coefficients form a unit vector, because the masses add up to $M$. The other six coordinates have length $\rho$, with $\varepsilon=\rho^2/2$. Since the Gaussian factorises, $X$ and $\varepsilon$ are statistically independent.

The volume element for $\mathbf Q$ is proportional to $Q^2dQ$. From $Q=\sqrt{2X}$ follows $dQ=dX/\sqrt{2X}$, so $Q^2dQ\propto\sqrt X\,dX$. In six dimensions, $\rho^5d\rho=\rho^4(\rho\,d\rho)=4\varepsilon^2d\varepsilon$. The integrals $\int_0^\infty\sqrt X e^{-\beta X}dX=\tfrac12\sqrt\pi\,\beta^{-3/2}$ and $\int_0^\infty\varepsilon^2e^{-\beta\varepsilon}d\varepsilon=2\beta^{-3}$ supply the normalisation:

$$
p_X(X)=\frac{2\beta^{3/2}}{\sqrt\pi}\sqrt X\,e^{-\beta X},\qquad
p_\varepsilon(\varepsilon)=\frac{\beta^3}{2}\varepsilon^2e^{-\beta\varepsilon}.
\tag{17}
$$

The argument of the delta function is $E_g+\varepsilon+X-(M/m_c)X=E_g+\varepsilon-X/r$. Its derivative with respect to $X$ has magnitude $1/r$, so the delta function equals $r\,\delta(X-r(E_g+\varepsilon))$. Integrating over $X$ gives $D=r\int_0^\infty d\varepsilon\,p_X(r(E_g+\varepsilon))\,p_\varepsilon(\varepsilon)$. The exponents combine to $-\beta T_{\min}-\beta(1+r)\varepsilon$, and the constants to $1/\sqrt\pi$:

$$
D=\frac{r\beta^{9/2}}{\sqrt\pi}\,e^{-\beta T_{\min}}
\int_0^\infty\varepsilon^2\sqrt{r(E_g+\varepsilon)}\;e^{-\beta(1+r)\varepsilon}\,d\varepsilon .
\tag{18}
$$

Within these assumptions the factor $e^{-\beta T_{\min}}$ is exact, but the remaining factor depends on temperature too. For $k_BT_L\ll E_g$ the square root may be replaced by $\sqrt{T_{\min}}$. The integral of $\varepsilon^2e^{-\beta(1+r)\varepsilon}$ is $2/[\beta(1+r)]^3$, so to leading order

$$
D\simeq\frac{2r}{\sqrt\pi(1+r)^3}\,\sqrt{T_{\min}}\;\beta^{3/2}e^{-\beta T_{\min}} .
\tag{19}
$$

At 300 K, $k_BT_L=25.85$ meV and $\beta T_{\min}=2.37$, so the exponential is 0.094. The full integral gives $D=0.425$ eV$^{-1}$. As a test, six million thermal triples were drawn, and those within half a $k_BT_L$ of energy conservation were counted. They gave 0.426 eV$^{-1}$, against a permitted relative difference of 2.5%. Equation (19) gives 0.406 eV$^{-1}$, about 4% below the full integral.

For parabolic bands, the conservation laws set the threshold $T_{\min}=m_cE_g/(m_c+m_h)$, and Eq. (18) gives the thermal weight $D$ of the triples that can recombine when the carriers are nondegenerate and the matrix element is constant. What remains is to find the apparent activation energy that follows from $D$, and to see how the matrix element, the nonparabolic conduction band, band filling and smaller corrections change these results.

All numerical values are calculated from the stated model.
